# Hydrodynamic Long-Time Tail of the Heat-Flux Correlation in a Simple Fluid

In a moderately dense hard-sphere model fluid of conductivity $2.4\,k_B/(\sigma\tau)$, the leading tail derived below puts $0.0162\,k_B/(\sigma\tau)$ of that value, or 0.68 %, at times later than $10\,\tau$. Here $\sigma$ is the sphere diameter, $m$ its mass and $\tau=\sigma\sqrt{m/k_BT}$. Exponential forgetting would soon remove such a remainder. Here, halving it takes a fourfold longer time. The reason is that the heat flux contains products of conserved fields, and long waves of these fields decay slowly.

## Setting and theorem

Consider a classical one-component fluid in $d$ dimensions, with short-range forces and away from a critical point. Its mass density is $\rho$, internal energy density $e$, pressure $p$, temperature $T$ and velocity $\mathbf v$. The entropy $s$ and the heat capacities $c_p,c_v$ are per mass, and $\gamma=c_p/c_v$. The sound speed is $c$; the shear viscosity, bulk viscosity and conductivity are $\eta,\zeta,\lambda$. Define

$$\nu=\frac{\eta}{\rho},\quad D_T=\frac{\lambda}{\rho c_p},\quad \nu_l=\frac{2(d-1)\eta/d+\zeta}{\rho},\quad \Gamma=\nu_l+(\gamma-1)D_T .$$

Let $\mathbf J$ be the volume integral of the heat flux and

$$C(t)=\frac{\langle J_x(t)J_x(0)\rangle}{V},\qquad \lambda=\frac{1}{k_BT^2}\int_0^\infty C(t)\,dt .$$

The assumptions are:

1. Particle number, energy and momentum are fixed, with total momentum $\mathbf P=0$. The limit $V\to\infty$ is taken before $t\to\infty$.
2. At long times the flux may be replaced by its local-equilibrium expression in the slow fields.
3. These fields are Gaussian and relax by linear hydrodynamics with finite, constant transport coefficients.

**Theorem (one-loop mode coupling).** Under these assumptions, as $t\to\infty$,

$$C(t)\simeq \frac{d-1}{d}\,\frac{k_B^2T^3c_p}{[4\pi(\nu+D_T)t]^{d/2}}+\frac1d\,\frac{(k_BT)^2c^2}{[4\pi\Gamma t]^{d/2}} .$$

Assumption 3 is consistent with the result for $d>2$, hence for $d=3$. In $d=2$ the law can describe only an intermediate window, and in $d=1$ the self-consistent estimate below gives a different exponent. Assumptions 2 and 3 are physical closures; they are not proved here from particle dynamics.

## Lemma 1: the flux is quadratic

**Lemma.** To second order in fluctuations, the heat-flux density is $\mathbf j=(\rho_0T\,\delta s+\delta p)\mathbf v$.

**Proof.** The convective energy flux is $(e+p+\tfrac12\rho v^2)\mathbf v$. Let $w=(e+p)/\rho$ be the enthalpy per mass and $w_0$ its equilibrium value. Since $\int\rho\mathbf v\,d\mathbf r=\mathbf P=0$, we may subtract $w_0\rho\mathbf v$ without changing $\mathbf J$:

$$\mathbf j=\rho(w-w_0)\mathbf v+\tfrac12\rho v^2\mathbf v .$$

The last term is cubic. In the first, $w-w_0$ and $\mathbf v$ are both small, so $\rho$ becomes $\rho_0$, and $dw=T\,ds+dp/\rho$ gives the claim. $\square$

The linear conduction flux $-\lambda\nabla T$ integrates to zero in a periodic box. Quadratic fluxes containing gradients carry extra powers of wave number $k$ and fade relative to the terms kept.

If $\mathbf P$ instead fluctuates and $w_0\mathbf P$ is not subtracted, the energy flux has a constant correlation $w_0^2\langle P_x^2\rangle/V=w_0^2\rho k_BT$ at leading order. This plateau is not heat conduction.

## Lemma 2: equilibrium fluctuations

**Lemma.** Multiplied by the cell volume, the variances are

$$\langle\delta s^2\rangle\to\frac{k_Bc_p}{\rho},\qquad \langle\delta p^2\rangle\to\rho c^2k_BT,\qquad \langle v_x^2\rangle\to\frac{k_BT}{\rho},$$

and $\delta s$, $\delta p$ and the velocity components are mutually uncorrelated.

**Proof.** Take a cell of mass $M$, entropy $S=Ms$ and volume $\Omega=M/\rho$. A fluctuation has probability proportional to $e^{-R/k_BT}$, where $R=\Delta E-T\Delta S+p\Delta\Omega$ is the least work that produces it. The linear terms of $\Delta E(S,\Omega)$ cancel. Because $\partial E/\partial S=T$ and $\partial E/\partial\Omega=-p$, the quadratic terms are

$$R=\tfrac12(\Delta S\,\Delta T-\Delta\Omega\,\Delta p).$$

Now expand $\Delta T$ and $\Delta\Omega$ in $\Delta S$ and $\Delta p$. The cross terms cancel by the Maxwell relation $(\partial T/\partial p)_S=(\partial\Omega/\partial S)_p$. With $(\partial T/\partial S)_p=T/(Mc_p)$ and $-(\partial\Omega/\partial p)_S=\Omega/(\rho c^2)$,

$$R=\frac12\left[\frac{T}{Mc_p}\Delta S^2+\frac{\Omega}{\rho c^2}\Delta p^2\right].$$

Thus $\langle\Delta S^2\rangle=k_BMc_p$ and $\langle\Delta p^2\rangle=\rho c^2k_BT/\Omega$. Dividing the first by $M^2$ and multiplying both by $\Omega$ gives the lemma. The kinetic energy $Mv^2/2$ gives $\langle v_x^2\rangle=k_BT/M$, and time reversal removes equal-time correlations between velocity and $s$ or $p$. $\square$

## Lemma 3: decay of the slow fields

**Lemma.** At small $k$, transverse velocity decays as $e^{-\nu k^2t}$, entropy as $e^{-D_Tk^2t}$, and sound as $e^{\pm ickt-\Gamma k^2t/2}$.

**Proof.** The viscous stress has a shear part and a bulk part. Its divergence gives rates $\nu k^2$ for transverse and $\nu_lk^2$ for longitudinal velocity. Heat conduction gives $\rho T\,\partial_t\delta s=\lambda\nabla^2\delta T$. In the slow heat mode the pressure is balanced to leading order, so $\delta T=(T/c_p)\delta s$ and the rate is $D_Tk^2$.

For sound, use $\delta p=c^2\delta\rho+(\partial p/\partial s)_\rho\delta s$ and mass conservation. Entropy is only of relative order $k$ in a sound wave, so $\delta T\approx(\partial T/\partial p)_s\delta p$. With $v_l=\hat{\mathbf k}\cdot\mathbf v$ and waves $e^{i\mathbf k\cdot\mathbf r}$,

$$\partial_tp_k=-i\rho c^2k\,v_l-ak^2p_k,\qquad \partial_tv_l=-\frac{ik}{\rho}p_k-\nu_lk^2v_l,$$

$$a=\frac{\lambda}{\rho T}\left(\frac{\partial p}{\partial s}\right)_\rho\left(\frac{\partial T}{\partial p}\right)_s .$$

The chain rule $(\partial T/\partial s)_\rho=(\partial T/\partial s)_p+(\partial T/\partial p)_s(\partial p/\partial s)_\rho$ shows that the product of derivatives is $T/c_v-T/c_p=(\gamma-1)T/c_p$. Hence $a=(\gamma-1)D_T$. A solution $e^{zt}$ obeys $z^2+(a+\nu_l)k^2z+c^2k^2+O(k^4)=0$, so $z=\pm ick-\Gamma k^2/2$ to this order. $\square$

At leading order the sound equations give, apart from the factor $e^{-\Gamma k^2t/2}$,

$$p_k(t)=p_k\cos ckt-i\rho c\,v_l\sin ckt,\qquad v_l(t)=v_l\cos ckt-\frac{i}{\rho c}p_k\sin ckt .$$

## Proof of the theorem

Put $B=\rho_0T\delta s+\delta p$ and $u=v_x$. With $A_{\mathbf k}=\int A\,e^{-i\mathbf k\cdot\mathbf r}d\mathbf r$, Lemma 1 reads

$$J_x=\frac1V\sum_{\mathbf k\ne0}B_{\mathbf k}u_{-\mathbf k}.$$

Define $F_{XY}(\mathbf k,t)=\langle X_{\mathbf k}(t)Y_{-\mathbf k}(0)\rangle/V$. A Gaussian average of four fields is the sum over three pairings. The pairing within one time vanishes by Lemma 2. The other two leave

$$C(t)=\frac1V\sum_{\mathbf k\ne0}\left[F_{BB}(\mathbf k)F_{uu}(-\mathbf k)+F_{Bu}(\mathbf k)F_{uB}(-\mathbf k)\right].$$

Lemmas 2 and 3 supply

$$F_{BB}=\rho k_BT^2c_p\,e^{-D_Tk^2t}+\rho c^2k_BT\cos(ckt)\,e^{-\Gamma k^2t/2},$$

$$F_{uu}=\frac{k_BT}{\rho}\left[(1-\hat k_x^2)e^{-\nu k^2t}+\hat k_x^2\cos(ckt)\,e^{-\Gamma k^2t/2}\right].$$

The mixed functions are $F_{Bu}(\mathbf k)=F_{uB}(\mathbf k)=-i\hat k_x\,ck_BT\sin(ckt)\,e^{-\Gamma k^2t/2}$. Reversing $\mathbf k$ reverses $\hat k_x$, so their product in $C$ is $(-i)(+i)=+1$ times $\hat k_x^2(ck_BT)^2\sin^2(ckt)\,e^{-\Gamma k^2t}$. It completes the $\cos^2$ of the sound–sound product to one.

Averaging over directions replaces $\hat k_x^2$ by $1/d$. With $h=k_B^2T^3c_p$ and $q=(k_BT)^2c^2$, the summand becomes

$$\begin{aligned}g(k)={}&\tfrac{d-1}{d}h\,e^{-(\nu+D_T)k^2t}+\tfrac1d q\,e^{-\Gamma k^2t}\\&+\cos(ckt)\left[\tfrac1d h\,e^{-(D_T+\Gamma/2)k^2t}+\tfrac{d-1}{d}q\,e^{-(\nu+\Gamma/2)k^2t}\right].\end{aligned}$$

For $V\to\infty$ the sum becomes $\int d^dk/(2\pi)^d$. Each Cartesian direction contributes $\frac1{2\pi}\int e^{-ak^2t}dk=(4\pi at)^{-1/2}$, so the first line of $g$ gives the theorem.

In the second line set $k=x/\sqrt t$. The radial integral is $t^{-d/2}\int_0^\infty x^{d-1}\cos(c\sqrt t\,x)\,e^{-bx^2}dx$, with $b$ the relevant damping coefficient. The remaining integral tends to zero by the Riemann–Lebesgue lemma, because its phase oscillates ever faster. These terms are therefore subleading. $\square$

In $d=3$ a Gaussian integral gives them explicitly:

$$\int\!\frac{d^3k}{(2\pi)^3}\cos(ckt)\,e^{-bk^2t}=\frac{1-c^2t/(2b)}{(4\pi bt)^{3/2}}\,e^{-c^2t/(4b)} .$$

In $d=2$, two integrations by parts give $\int_0^\infty k\cos(ckt)e^{-bk^2t}dk\simeq-1/(ct)^2$, smaller than the tail by a factor of order $1/t$.

**Physical reading.** In the first term, a shear flow carries warmer or cooler fluid, and the product lasts until either field has diffused away. In the second, a sound packet carries energy at speed $c$. Although pressure and velocity oscillate, their product has a steady part in each travelling wave. A sound mode paired with a heat or shear mode keeps the factor $\cos(ckt)$, so the contributions of different $k$ cancel at long times.

**Dilute limit.** For a monatomic ideal gas in $d=3$, $c^2=\gamma k_BT/m$ and $c_p-c_v=k_B/m$, so $q/h=c^2/(c_pT)=\gamma-1=2/3$. The ratio of sound–sound to heat–shear amplitude is then $\frac13[(\nu+D_T)/\Gamma]^{3/2}$. A stiff dense fluid has larger $q/h$, which favours the sound term.

## Worked example in three dimensions

Use units $\sigma=m=k_BT=1$, in which the mass and number densities $n$ are equal. The density is 0.50, so the packing fraction is $\varphi=\pi n/6=0.2618$. The approximate Carnahan–Starling equation gives

$$Z=\frac{p}{nk_BT}=\frac{1+\varphi+\varphi^2-\varphi^3}{(1-\varphi)^3}=3.262,\qquad \left(\frac{\partial p}{\partial n}\right)_T=7.591 .$$

With $c_v=1.5$ and $(\partial p/\partial T)_n=nZ$,

$$c_p=1.5+\frac{3.262^2}{7.591}=2.902,\quad \gamma=1.935,\quad c=\sqrt{1.935\times7.591}=3.832 .$$

The transport coefficients are chosen round inputs: $\eta=0.5$, $\zeta=0.4$, $\lambda=2.4$. They give $\nu=1.000$, $D_T=2.4/(0.5\times2.902)=1.654$ and

$$\Gamma=\frac{4(0.5)/3+0.4}{0.5}+0.935\times1.654=3.679 .$$

The two amplitudes of $t^{-3/2}$ are

$$\frac{2}{3}\frac{2.902}{(4\pi\times2.654)^{3/2}}=0.01005,\qquad \frac13\frac{3.832^2}{(4\pi\times3.679)^{3/2}}=0.01557 .$$

Their sum is $A=0.02562$, of which sound supplies 61 %. At $10\,\tau$ the tail is $C=8.10\times10^{-4}\,(k_BT)^3/(m\sigma^3)$. Integrating it from $t$ onward gives the conductivity still missing:

$$\Delta\lambda(t)=\frac{1}{k_BT^2}\int_t^\infty A\,t'^{-3/2}dt'=\frac{2A}{k_BT^2\sqrt t},$$

which is $2(0.02562)/\sqrt{10}=0.0162$, the opening number.

These figures belong to the model. For a real simple liquid with attractive forces, the same formula needs that liquid's own $c_p$, $c$ and transport coefficients.

**Finite wave number.** The wave-vector integral was also evaluated with the full linear hydrodynamic propagator, without separating modes. Its ratio to the tail is 0.986 at $5\,\tau$, 1.004 at $10\,\tau$ and 1.001 at $50\,\tau$. Between 200 and $800\,\tau$ its exponent is $-1.5001$. With the same numerical fluid parameters used in $d=2$, the exponent is $-0.9989$. This tests the mode reduction, while linear hydrodynamics itself remains an assumption.

**Three velocities.** The cubic flux $\frac12\rho v^2\mathbf v$ involves three spreading fields. The integral over position of the cube of a Gaussian of width $\sqrt t$ scales as $t^{-3d/2}t^{d/2}=t^{-d}$. Letting all velocity components diffuse with $\nu$ gives a rough size of $6\times10^{-4}$ of the tail at $10\,\tau$. This figure covers that one term only. The second-order part of $\rho(w-w_0)$ times $\mathbf v$ is also cubic and also involves three spreading fields; its size is not estimated here.

## Finite periodic boxes

**Proposition.** In a cubic box of side $L$ in $d=3$, as long as neither diffusion nor sound reaches the periodic images, $C$ lies below its infinite-volume value by $(h+q)/V$.

**Proof.** Poisson summation turns $\frac1V\sum_{\mathbf k}g$ over all allowed $\mathbf k$ into the sum of $f(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}g\,e^{i\mathbf k\cdot\mathbf r}$ over the points $\mathbf r=L\mathbf n$, with $\mathbf n$ an integer vector. Cubic symmetry justifies the factor 1/3 for $\hat k_x^2$. The point $\mathbf r=0$ is the infinite-volume result, and the others are images. Fixed totals remove $\mathbf k=0$, hence subtract $g(0)/V=(h+q)/V$. $\square$

For $L=100\,\sigma$ at $12\,\tau$, the explicit sum gives a loss of $1.760\times10^{-5}$ and the formula $1.759\times10^{-5}$, in the unit of $C$. At $10\,\tau$ this box retains 0.978 of the tail.

For $L=50\,\sigma$, with 62,500 particles, the ratio at $10\,\tau$ is 1.239, an excess, although sound needs $13.05\,\tau$ to cross. The missing $k=0$ pairs alone would lower it to about 0.83. The excess comes from the leading edge of the sound images. Near the front, the transform of $\cos(ckt)e^{-bk^2t}$ is

$$f_b(r)\simeq\frac{1}{4\pi r}\,\frac{r-ct}{2bt}\,\frac{e^{-(r-ct)^2/(4bt)}}{\sqrt{4\pi bt}},$$

because a three-dimensional radial transform is $-(2\pi r)^{-1}d/dr$ of the one-dimensional one. It is positive ahead of the front. Here $r-ct=50-38.3=11.7\,\sigma$, while the front width $\sqrt{2bt}$ for $b=\nu+\Gamma/2=2.84$ is $7.5\,\sigma$. The six nearest images add about 0.38 of the tail through pressure–shear pairs and 0.03 through heat–sound pairs. The total is $0.83+0.41=1.24$.

At $L=20\,\sigma$ sound has already crossed, and the ratio is 0.759. The ratio is thus not monotonic in box size at fixed time: it is 0.759, 1.239 and 0.978 for $L=20$, $50$ and $100\,\sigma$. These values use the small-$k$ mode pairs of the theorem; the full linear propagator shifts them by up to about 1 % and keeps their order.

The four-pair sum was also tested by sampling random Gaussian fields on a $5^3$ grid in a box of side $400\,\sigma$ and moving them with the linear propagator. Relative to the pair formula's $C(0)$, sampling gives $C(240\,\tau)=0.1552\pm0.0013$ (one standard error), and the formula gives 0.1530. The difference is 1.7 standard errors, compatible with sampling noise, so this test does not resolve the finite-$k$ mixing that the formula omits. No particle trajectories enter this comparison.

## Why two and one dimensions differ

The integral $\int^tt'^{-d/2}dt'$ converges for $d>2$. It grows as $\ln t$ in $d=2$ and as $\sqrt t$ in $d=1$, contradicting the assumed finite conductivity.

A self-consistent estimate follows one representative mode. Let $y(t)$ be its squared spreading length. Then $y'$ is proportional to the transport coefficient accumulated by time $t$, whose derivative is proportional to $C$. Replacing $at$ by $y$ in the tail gives, in scaled variables,

$$y''=y^{-d/2}.$$

For $d=2$, multiplying by $y'$ and integrating gives $y'^2/2=\ln y+\text{const}$. Hence $y\simeq t\sqrt{2\ln t}$ and

$$C\propto\frac1y\propto\frac{1}{t\sqrt{\ln t}} .$$

For $d=1$ there is no shear mode, but sound pairs remain. Inserting $y=at^{4/3}$ gives $\frac49a\,t^{-2/3}=a^{-1/2}t^{-2/3}$. The powers match, and $C\propto t^{-2/3}$ replaces $t^{-1/2}$.

Numerical integration of the equation gives a time exponent of $-0.6667$ in $d=1$. In $d=2$, the exponent of $\ln t$ in $tC$ is $-0.4972$ between $\ln t=300$ and $600$, close to the limit $-1/2$. Such times lie far beyond any simulation and serve only to check the asymptotic solution. This checks the solutions of the equation. The equation itself neglects vertex corrections and differences between modes, so these two laws rest on a weaker argument than the theorem. The remaining computed values are in the numerical output below.

## Table of computed values

```
Reduced units: sigma, m, kB*T; tau = sigma*sqrt(m/(kB*T))
Unit of C: (kB*T)^3/(m*sigma^3)
density = 0.50 sigma^-3
packing fraction = 0.2618 (no unit)
shear viscosity = 0.50 m/(sigma*tau)
bulk viscosity = 0.40 m/(sigma*tau)
thermal conductivity = 2.40 kB/(sigma*tau)
compressibility factor Z = 3.2624 (no unit)
(dp/dn)_T = 7.5912 kB*T
cv = 1.500 kB/m
cp = 2.9021 kB/m
gamma = cp/cv = 1.9347 (no unit)
sound speed = 3.8323 sigma/tau
kinematic viscosity nu = 1.0000 sigma^2/tau
thermal diffusivity DT = 1.6540 sigma^2/tau
sound damping Gamma = 3.6793 sigma^2/tau
heat-shear amplitude = 0.01005 unit of C * tau^1.5
sound-sound amplitude = 0.01557 unit of C * tau^1.5
total amplitude = 0.02562 unit of C * tau^1.5
sound share of tail = 60.8 percent
heat-shear part at 10 tau = 3.177e-04 unit of C
sound-sound part at 10 tau = 4.924e-04 unit of C
tail C at 10 tau = 8.101e-04 unit of C
conductivity after 10 tau = 0.01620 kB/(sigma*tau)
same, share of conductivity = 0.68 percent
full linear theory / tail at 5 tau = 0.9858
full linear theory / tail at 10 tau = 1.0044
full linear theory / tail at 50 tau = 1.0009
three-velocity term / tail at 10 tau = 6.0e-04
box 20 sigma: N = 4000, sound crossing = 5.22 tau
box 20 sigma: C(box)/tail at 10 tau = 0.759
box 50 sigma: N = 62500, sound crossing = 13.05 tau
box 50 sigma: C(box)/tail at 10 tau = 1.239
box 100 sigma: N = 500000, sound crossing = 26.09 tau
box 100 sigma: C(box)/tail at 10 tau = 0.978
k=0 loss, box 100 sigma, 12 tau: sum = 1.760e-05 unit of C
k=0 loss, box 100 sigma: formula = 1.759e-05 unit of C
d=2: exponent from 200 to 800 tau = -0.9989
d=2: full linear theory / tail at 800 tau = 0.99952
d=3: exponent from 200 to 800 tau = -1.5001
d=3: full linear theory / tail at 800 tau = 1.00006
random fields, 400 sigma: C(240 tau)/C(0) = 0.1552
statistical error of that ratio = 0.0013
pair formula for that ratio = 0.1530
self-consistent d=1 time exponent = -0.6667
self-consistent d=2 exponent of ln(t) = -0.4972
```
